# Dipole Length and Hole-Tunnelling Coupling from a Bilayer MoS2 Stark Fan

## Problem

A neutral 2H-stacked MoS2 bilayer lies between two hBN spacers with ideal metallic gates outside. The total hBN thickness is $L_h=30$ nm and the bilayer thickness is $L_b=1.23$ nm. The static out-of-plane dielectric constants are $\varepsilon_h=3.5$ and $\varepsilon_b=6.5$. These are rough typical values.

An interlayer exciton (IE) has its electron in one layer and its hole in the other. The two arrangements form a doublet with dipoles $\pm ed$. Four absorption lines, in meV, are read at three gate voltages:

| $V$ | $L_1$ | $L_2$ | $L_3$ | $L_4$ |
|---|---|---|---|---|
| 0 V | 2016.7 | 2016.7 | 2115.2 | 2115.2 |
| 3 V | 1988.1 | 2042.3 | 2111.3 | 2122.0 |
| 9 V | 1927.3 | 2076.1 | 2107.3 | 2153.0 |

The lines are synthetic: they were generated from the two-state model derived below and rounded to 0.1 meV.

(a) Explain why hole tunnelling couples each IE to a B exciton. (b) Find the dipole length $d$, the coupling $t$ and the uncoupled energies $E_I$ and $E_B$. (c) Decide how far the two-state model can be trusted.

## First estimate by scaling

Nearly all the voltage drops in the hBN, where the field is about $V/L_h$. Continuity of the displacement reduces it in the bilayer by $\varepsilon_h/\varepsilon_b$. At 3 V,

$$F\approx\frac{3\ \text{V}}{30\ \text{nm}}\,\frac{3.5}{6.5}=0.0538\ \text{V/nm}.$$

If mixing is weak, the lower pair is mostly IE and splits by about $2edF$. The 3 V splitting is $2042.3-1988.1=54.2$ meV, so

$$d\approx\frac{27.1\ \text{meV}}{53.8\ \text{meV/nm}}\approx0.50\ \text{nm}.$$

The B exciton has no dipole of its own here. Its lines split because they borrow IE character. First-order perturbation theory gives a borrowed amplitude of order $t/G$, where $G=2115.2-2016.7=98.5$ meV is the zero-field separation. The borrowed dipole scales as $(t/G)^2$. The upper pair splits by $10.7$ meV at 3 V, hence

$$t\approx G\sqrt{\frac{10.7}{54.2}}=98.5\times0.444\approx44\ \text{meV}.$$

The ratio $t/G$ is not small, so both estimates need correction.

## Exact solution of the two-state model

### Which excitons are coupled

Consider the K valley; time reversal gives the same energies at K′. Let $\tau_z=\pm1$ label layers 1 and 2, and $\sigma_z=\pm1$ the spin. The layers are rotated by 180° relative to each other, so their valence spin order is opposite:

$$H_v=\frac{\lambda}{2}\tau_z\sigma_z+t_h\tau_x .$$

Here $\lambda=160$ meV is the valence splitting and $t_h=40$ meV the hole tunnelling energy, both rough inputs. Tunnelling changes the layer and keeps the spin. It therefore reverses the sign of $\tau_z\sigma_z$ and joins the upper valence band of one layer to the lower band of the other. Electron tunnelling and the small conduction-band spin splitting are neglected.

Take an electron in layer 2 and a hole in the upper band of layer 1, which is the low IE. If the hole tunnels, both carriers are in layer 2 and the hole is in the lower band. That is the B exciton of layer 2. The A exciton has its hole in the upper band, so tunnelling takes it to a different, higher interlayer exciton. With the layers exchanged, the same argument holds for the opposite dipole.

Removing a valence electron of energy $E_v$ costs $-E_v$. With a common gap energy $E_g$ and binding energies $b_a$ (intralayer) and $b_i$ (interlayer),

$$E_B=E_g+\frac{\lambda}{2}-b_a,\qquad E_I=E_g-\frac{\lambda}{2}-b_i .$$

Subtraction gives

$$E_I=E_B-\lambda+b_a-b_i .$$

### From the pair equation to two states

Near K, let the Bethe-Salpeter equation be reduced to its effective-mass form: parabolic bands, a static screened attraction, and no electron-hole exchange. Let $\psi_a(\mathbf r)$ and $\psi_i(\mathbf r)$ be the intralayer and interlayer pair amplitudes, with $\mathbf r$ the in-plane separation. With the same reduced mass in both channels and $t_h$ independent of momentum,

$$\begin{aligned}
(h_a-E)\psi_a+t_h\psi_i&=0,\\
t_h\psi_a+(h_i-sedF-E)\psi_i&=0,\qquad s=\pm1 .
\end{aligned}$$

The operators $h_a$ and $h_i$ contain band energy, kinetic energy and attraction. The pair Hamiltonian contains $-H_v$, so the tunnelling term first appears as $-t_h$; reversing the sign of $\psi_i$ makes it positive. The direction of $F$ is chosen so that $s=+1$ is lowered.

Now keep one normalized 1s state per channel, $\psi_a=c_B\phi_B$ and $\psi_i=c_I\phi_I$. Multiply the first equation by $\phi_B^*$, the second by $\phi_I^*$, and integrate. Since $h_a\phi_B=E_B\phi_B$ and $h_i\phi_I=E_I\phi_I$, the result is

$$H_s=\begin{pmatrix}E_I-sp&t\\t&E_B\end{pmatrix},\qquad p=edF,\qquad t=t_h\int\phi_I^*\phi_B\,d^2r ,$$

with real wavefunctions. The overlap is below one because the interlayer exciton is more weakly bound and wider.

For the numbers, each layer is a polarizable sheet with screening length $r_0=1$ nm, in surroundings of dielectric constant $\kappa=4$. Let $v=2\pi K/q$, $K=e^2/(4\pi\varepsilon_0\kappa)$, $x=r_0q$ and $g=e^{-qc}$, with $c=0.615$ nm the spacing of the layer centres. A unit charge in sheet 1 produces interaction energies $U_1,U_2$. The charge induced in each sheet is proportional to $-q^2$ times the local potential, which gives

$$(1+x)U_1+xgU_2=v,\qquad xgU_1+(1+x)U_2=vg .$$

With $D=(1+x)^2-x^2g^2$, Cramer's rule yields

$$U_1=\frac{v(1+x-xg^2)}{D},\qquad U_2=\frac{vg(1+x-x)}{D}=\frac{vg}{D}.$$

The attractions are $-U_1$ and $-U_2$, transformed to real space. For a reduced mass of $0.25\,m_e$, the radial equations give $b_a=188.3$ meV, $b_i=96.4$ meV and an overlap of 0.890. Halving the mesh step moves the binding energies by at most 0.2 meV; the fully converged $b_a$ is about 0.3 meV lower than the value used here. With $E_B=2100$ meV chosen,

$$E_I=2100-160+188.3-96.4=2031.9\ \text{meV},$$

and $t=40\times0.890=35.6$ meV. These values generated the table; the inversion below does not use them.

### Eigenvalues and line order

The eigenvalues of $H_s$ are the roots of

$$f_s(E)=(E-E_I+sp)(E-E_B)-t^2 .$$

With $\Delta=E_B-E_I$, the quadratic formula gives

$$E_{s,\pm}=\frac{E_I+E_B-sp}{2}\pm R_s,\qquad R_s=\sqrt{\left(\frac{\Delta+sp}{2}\right)^2+t^2}.$$

At $E=E_B$, $f_s=-t^2<0$. An upward parabola is negative between its roots, so $E_B$ lies strictly between the two lines of each block when $t\ne0$.

To order the blocks, regard the roots as functions of the IE diagonal energy $y=E_I-sp$:

$$\frac{dE_{s,\pm}}{dy}=\frac12\left(1\mp\frac{\Delta+sp}{2R_s}\right).$$

Since $2R_s>|\Delta+sp|$, both derivatives are positive. For $p>0$, block $s=+1$ has the smaller $y$, so each of its roots lies below the corresponding root of $s=-1$. Therefore

$$L_1<L_2<E_B<L_3<L_4 .$$

Lines $(L_1,L_3)$ belong to $s=+1$ and $(L_2,L_4)$ to $s=-1$. Within this four-line model no assignment has to be guessed, even past an avoided crossing. A measured spectrum also contains other lines, such as the A exciton, which must be identified first.

### Inversion

The trace of each block is the sum of its two lines:

$$L_1+L_3=E_I+E_B-p,\qquad L_2+L_4=E_I+E_B+p .$$

Subtracting and adding give

$$p=\frac{L_2+L_4-L_1-L_3}{2},\qquad E_I+E_B=\frac{L_1+L_2+L_3+L_4}{2}.$$

Measure energies from any reference $E_0$ and write $\ell_j=L_j-E_0$. The determinants are

$$\begin{aligned}
\ell_1\ell_3&=(E_I-E_0-p)(E_B-E_0)-t^2,\\
\ell_2\ell_4&=(E_I-E_0+p)(E_B-E_0)-t^2 .
\end{aligned}$$

Their difference is $2p(E_B-E_0)$, hence

$$E_B=E_0+\frac{\ell_2\ell_4-\ell_1\ell_3}{2p}.$$

Finally, $f_{+1}(E)=(E-L_1)(E-L_3)$, and $f_{+1}(E_B)=-t^2$. The other block works in the same way:

$$t^2=(L_3-E_B)(E_B-L_1)=(L_4-E_B)(E_B-L_2).$$

At $p=0$ the formula for $E_B$ becomes $0/0$. The zero-field lines fix only $E_I+E_B$ and $G=\sqrt{\Delta^2+4t^2}$, so they cannot separate detuning from coupling.

For the 9 V lines,

$$p=\frac{2076.1+2153.0-1927.3-2107.3}{2}=97.25\ \text{meV}.$$

With $E_0=2100$ meV, the $\ell_j$ are $-172.7,\,-23.9,\,7.3,\,53.0$ meV, and

$$E_B=2100+\frac{-1266.7+1260.7}{194.5}=2099.97\ \text{meV}.$$

The four lines sum to 8263.7 meV, so $E_I=4131.85-2099.97=2031.88$ meV. Then

$$t=\sqrt{7.33\times172.67}\ \text{meV}\approx35.6\ \text{meV}=1.31\ \text{millihartree}.$$

The other pair gives $\sqrt{53.03\times23.87}\approx35.6$ meV. This checks the arithmetic, not the model: the formula for $E_B$ is the condition $f_{+1}(E_B)=f_{-1}(E_B)$, so the two products agree for any four lines with $p\ne0$. Testing the model needs lines at more than one voltage.

### The field that belongs to the dipole

The spectra determine the product $edF$. To obtain $d$, use the continuity of the displacement, $\varepsilon_hF_h=\varepsilon_bF$, and the total voltage:

$$V=F_hL_h+FL_b=F\left(\frac{\varepsilon_b}{\varepsilon_h}L_h+L_b\right).$$

At 9 V,

$$F=\frac{9}{1.23+(6.5/3.5)\,30}=\frac{9}{56.94}=0.158\ \text{V/nm}=1.58\ \text{MV/cm},$$

$$d=\frac{97.25\ \text{meV}}{158.05\ \text{meV/nm}}=0.615\ \text{nm}=11.6\ \text{bohr}.$$

The mean field is the right one even if the permittivity varies within a layer, provided the layers are identical and each is symmetric about its centre. The local field is proportional to $1/\varepsilon(z)$. The path between the centres crosses the upper half of one layer and the lower half of the next. By symmetry these halves contribute as much as one complete layer, so the drop is $Fc$. A Poisson calculation with $1/\varepsilon$ modulated by 60% inside each layer gives 97.20 mV at 9 V, equal to $0.15805\times0.615$ V. For carriers centred in their layers, $d$ is therefore the layer spacing.

Using $V/(L_h+L_b)=0.288$ V/nm instead would give $d=0.34$ nm from the same spectrum. The correction also carries its own uncertainty. With the spectrum and geometry fixed, raising $\varepsilon_b$ from 6.5 to 7.5 changes the inferred $d$ from 0.615 to 0.708 nm. No improvement in line reading removes this dependence.

## Comparison of the estimate with the solution

The scaling estimate gave $d\approx0.50$ nm and $t\approx44$ meV, against 0.615 nm and 35.6 meV. Both differences can be traced.

**Dipole.** The derivative of the lower root shows that its slope is $-s\,w_I$ per unit of $p$, where $w_I$ is its IE weight. At zero field $2R_s=G$, so

$$w_I=\frac12\left(1+\frac{\Delta}{G}\right)=\frac12\left(1+\frac{68.1}{98.5}\right)=0.846 .$$

The initial slope thus gives $0.846\times0.615=0.520$ nm, even with the correct field. The missing part of the dipole is in the upper pair. At 3 V the lower pair supplies 27.1 meV and the upper pair $10.7/2=5.35$ meV. Their sum, $p=32.45$ meV, divided by $F=3/56.94=0.0527$ V/nm, restores 0.615 nm to within rounding. The remaining error of the estimate came from neglecting $L_b$, which made the field about 2% too large.

**Coupling.** Write $w_I=\cos^2\theta$ and $w_B=\sin^2\theta$ for the weights in the lower state. Since $\cos2\theta=\Delta/G$, it follows that $\sin2\theta=2t/G$ and

$$t=\frac G2\sin2\theta=G\,\frac{\tan\theta}{1+\tan^2\theta}.$$

Near zero field the splittings of the upper and lower pairs are in the ratio $\tan^2\theta$. The estimate kept the numerator $G\tan\theta$ and omitted the denominator. With the 3 V ratio 0.197, the corrected value is $43.8/1.197=36.6$ meV. The last 1 meV is a finite-field effect: the zero-field ratio $0.154/0.846=0.182$ gives 35.6 meV.

**Two other limits.** For $s=-1$, the uncoupled levels cross when $p=\Delta=68.1$ meV. As $p$ grows by 10.8 meV per volt, this happens near 6.3 V. The lines are then separated by $2t=71.2$ meV, and each is half IE and half B. Within the two-state model, half of this gap gives $t$ directly if the crossing is within reach.

For $s=+1$ the field increases the detuning. When $\Delta+p\gg t$, expansion of the square root gives an upper line at $E_B+t^2/(\Delta+p)$. At 9 V this shift is $1266/165.3=7.7$ meV, close to the exact 7.3 meV. The lower line then approaches the full slope $-ed$.

**Reading errors.** If each line has an independent error of 2 meV, then $p$ has the error $\tfrac12\sqrt4\times2=2$ meV. At 9 V this means $2/158\approx0.013$ nm in $d$. The corresponding error of $t$ is 1.6 meV. Fitting nine cuts from 1 to 9 V reduces the errors to 0.006 nm and 0.5 meV. These are statistical errors within the two-state model, at a fixed $\varepsilon_b$.

## Where the two-state model fails

The projection discarded excited and unbound pairs. Because $\phi_I$ and $\phi_B$ have different widths, tunnelling also takes a 1s exciton into those states. The relation $t=t_h\langle\phi_I|\phi_B\rangle$ is a weak-tunnelling result. With the two 1s levels brought into resonance, the full two-channel equation confirms it to better than 0.1% at $t_h=1$ meV. At 40 meV the full half-gap is 32.6 meV, while the two-state value is 35.6 meV, 9% higher. Adding only the 2s states lowers the latter to 33.1 meV, so they account for most of the difference.

To see the effect on an extraction, full two-channel spectra were calculated at 3, 6 and 9 V with a half-width of 10 meV. Peaks were read separately for each $s$, which is easier than reading an overlapping experimental spectrum. The lowest peak and the strongest one above it were kept. At 3 V the $s=-1$ spectrum has a further peak near 2108 meV, with about 0.9 of the height of the selected one. It arises because tunnelling mixes B with the interlayer 2s state, whose uncoupled energy is then about 25 meV above B. In a measured spectrum such a peak could be mistaken for one of the four lines. For the selected peaks, the largest departure from the two-state lines is 7.7 meV. A two-state fit to these peaks returns $d=0.586$ nm and $t=33.7$ meV, with an rms misfit of 1.5 meV. The dipole is 5% below the 0.615 nm put in. The fitted $t$ is an effective coupling, and dividing it by the overlap does not return $t_h$ exactly.

The field also opens a decay channel. Without tunnelling, unbound interlayer pairs with $s=+1$ start at $\epsilon_i=E_I+b_i-p$ and unbound intralayer pairs at $\epsilon_a=E_B+b_a$. Tunnelling couples these two band edges by $t_h$ and lowers the onset to

$$E_{\text{edge}}=\frac{\epsilon_a+\epsilon_i}{2}-\sqrt{\left(\frac{\epsilon_a-\epsilon_i}{2}\right)^2+t_h^2}.$$

At zero field this is 2118.9 meV, only 3.7 meV above the two-state line $L_3$, and it meets that line near 0.4 V. This crossing is not a sharp onset, because the excited interlayer levels accumulate below the edge. At zero field the uncoupled interlayer 2s is about 8 meV below B and the 3s about 10 meV above it. In the full two-channel equation the B strength is then shared among several states (near 2080, 2099, 2107 meV and higher), each with less than a tenth of the uncoupled B weight. A half-width of 10 meV merges them into one peak near 2116 meV, while a half-width of 3 meV shows separate peaks at 2080 and 2099 meV. At 9 V the edge is at 2025 meV (2031 meV without tunnelling), well below the B line. A B exciton can then dissociate by hole tunnelling, with a leading-order full width

$$\Gamma=2\pi t_h^2\,|\langle\phi_{\text{free}}|\phi_B\rangle|^2\rho(E_B)\approx5\ \text{meV},$$

where $\rho$ is the density of the free states. The resonance of the full two-channel equation is somewhat narrower, 4.3 meV at 9 V, and it is wider at lower voltage, about 8 meV at 3 V.

Exchange between the A and B excitons was also omitted. With an assumed strength of 10 meV, the low IE and the A exciton with its electron in the same layer no longer cross but keep a smallest gap of 4 meV. The A exciton of the other layer is still crossed. At 9 V the inversion still returns 0.616 nm and 35.8 meV, provided the lines with the largest IE and B weights are selected. That selection is delicate in practice, because at 9 V an A-like line lies only about 6 meV above $L_1$, and the higher interlayer exciton, with about a tenth of B weight, lies about 7 meV below $L_3$.

## The real device

Bilayer MoS2 in hBN does show an interlayer exciton in absorption between the A and B lines, which lie roughly near 1.9 and 2.1 eV. The energies here are in that regime, but the binding energies come from a simple sheet model and are not predictions for a particular sample. Real gates need not be ideal. With monolayer graphene gates, their quantum capacitance would reduce the 9 V field by 6%, and an analysis of the 9 V lines assuming ideal gates would make $d$ too small by the same fraction. The relative loss is larger at lower voltage, about 10% at 3 V. At $10^{11}$ excitons per cm², all with the same dipole direction, the mean-field capacitor formula gives a shift of 1.7 meV, comparable to the reading error assumed above. The polarization of one carrier inside its layer, estimated with a hard-walled box of width $c$ and the free-electron mass, shifts its energy by only 0.1 meV. The hBN field of 2.9 MV/cm is about 0.3 of a rough breakdown field of 10 MV/cm. At fixed voltage and thicknesses, the inferred $d$ is nearly proportional to the ratio $\varepsilon_b/\varepsilon_h$: raising $\varepsilon_b$ by one increases it by 15%, and lowering $\varepsilon_h$ from 3.5 to 3.0 increases it by 16%. A dipole length from a Stark fan should therefore be stated together with both dielectric constants and the hBN thickness used. The numerical output lists the main computed values.

## Table of computed values

```
Rough inputs: mass 0.25 m_e; surroundings 4.0 ; screening length 1.0 nm
Layer spacing 0.615 nm; eps hBN 3.5 ; eps MoS2 6.5
hBN total 30.0 nm; bilayer 1.23 nm; top voltage 9.0 V
Valence splitting: 160.0 meV
Hole tunnelling t_h: 40.0 meV
Intralayer binding: 188.3 meV
Interlayer binding: 96.4 meV
Largest binding shift, mesh 0.05 to 0.025 nm: 0.193 meV
1s overlap: 0.8898 (no unit)
Overlap shift on finer mesh: 0.000327 (no unit)
Uncoupled A: 1940.0 meV
Uncoupled IE: 2031.9 meV
Uncoupled B: 2100.0 meV
Model coupling t: 35.59 meV
Resonant half gap, 1s and 2s in each channel: 33.12 meV
Resonant half gap, full two-channel: 32.62 meV
Field in bilayer at top voltage: 1.580 MV/cm
Field in hBN at top voltage: 2.935 MV/cm
Uncorrected field V/L_total: 2.882 MV/cm
Poisson drop between layer centres: 97.20 mV
Lines L1-L4 at 0 V (meV): 2016.7 2016.7 2115.2 2115.2
Lines L1-L4 at 3 V (meV): 1988.1 2042.3 2111.3 2122.0
Lines L1-L4 at 6 V (meV): 1958.1 2062.7 2108.9 2134.0
Lines L1-L4 at 9 V (meV): 1927.3 2076.1 2107.3 2153.0
Extracted edF from rounded 9 V lines: 97.25 meV
Extracted E_I: 2031.88 meV
Extracted E_B: 2099.97 meV
Extracted t: 35.58 meV
Extracted t, converted: 1.307 millihartree
Extracted d: 0.6153 nm
Extracted d, converted: 11.628 bohr
d with uncorrected field: 0.3375 nm
d if eps MoS2 is larger by 1: 0.7079 nm
IE weight of lower line at zero field: 0.8457 (no unit)
d from initial slope, corrected field: 0.5201 nm
Assumed reading error per line: 2.0 meV
Fan-fit error of d (1-9 V): 0.0061 nm
Fan-fit error of t: 0.54 meV
Single-cut error of d (9 V): 0.0125 nm
Single-cut error of t: 1.56 meV
Assumed half width in full spectra: 10.0 meV
Largest full-spectrum line deviation: 7.73 meV
Full spectra (3,6,9 V): fitted d: 0.5864 nm
Full spectra: fitted t: 33.68 meV
Full spectra: rms misfit: 1.52 meV
IE continuum edge, s=+1, 9 V: 2031.1 meV
B dissociation width, s=+1, 9 V: 5.03 meV
Width shift, box 100 to 140 nm: -0.000 meV
Assumed A-B exchange: 10.0 meV
Smallest IE-A gap with exchange: 4.05 meV
With exchange: extracted d: 0.6155 nm
With exchange: extracted t: 35.78 meV
Field loss with graphene gates: 5.99 %
Carrier polarization shift, hard box: -0.103 meV
Dipole shift at 1e11 excitons/cm2: 1.71 meV
hBN field / rough 10 MV/cm breakdown: 0.294 (no unit)
Thermal energy at 300 K: 25.9 meV
```
